# Image energy of a charged defect in an anisotropic periodic crystal

A singly charged defect is placed in a periodically repeated cell of a layered insulator. The lateral edge is held at 1.50 nm. When the cell is two layer periods high, the energy of the charge in the field of its images and background is $-0.260$ eV. When it is six periods high, the energy is $+0.036$ eV. If the dielectric tensor is replaced by its mean, the first value hardly changes ($-0.256$ eV), but the second becomes $-0.080$ eV, with the wrong sign. Why is the scalar adequate in one cell and useless in the other?

## The quantity and its conventions

The crystal is treated as a uniform, linear, local dielectric with a symmetric positive definite tensor $\epsilon$. Write $K=1/(4\pi\varepsilon_0)$, $D=\det\epsilon$ and $s(\mathbf r)=\sqrt{\mathbf r\cdot\epsilon^{-1}\cdot\mathbf r}$. A charge $q$ is repeated on the lattice $\{\mathbf R\}$ with cell volume $\Omega$ and reciprocal vectors $\mathbf G$. A uniform background of density $-q/\Omega$ neutralizes each cell, and the mean potential is set to zero.

Let $\psi(\mathbf r)$ be the periodic potential minus the isolated potential, per unit charge. The isolated singularity cancels, so $\psi$ is smooth at the origin. The result to be derived is

$$
\psi(0)=K\Big[\sum_{\mathbf R\ne0}\frac{\operatorname{erfc}(\gamma s(\mathbf R))}{\sqrt D\,s(\mathbf R)}+\frac{4\pi}{\Omega}\sum_{\mathbf G\ne0}\frac{e^{-\mathbf G\cdot\epsilon\cdot\mathbf G/4\gamma^2}}{\mathbf G\cdot\epsilon\cdot\mathbf G}-\frac{2\gamma}{\sqrt{\pi D}}-\frac{\pi}{\Omega\gamma^2}\Big],
$$

where $\gamma>0$ is arbitrary. The image energy is $E_{\rm im}=q^2\psi(0)/2$, and the leading correction added to a supercell energy is $-E_{\rm im}$. This is not the whole self-energy: the infinite energy of the isolated point charge has been removed.

## First derivation: change the coordinates

**The isolated charge.** The potential obeys $\nabla\cdot(\epsilon\nabla\phi)=-4\pi Kq\,\delta(\mathbf r)$. Let $T=\epsilon^{1/2}$ be the symmetric positive root, and set $\mathbf r=T\mathbf r'$. Then $\nabla=T^{-1}\nabla'$, so

$$
\nabla\cdot\epsilon\nabla=\nabla'\cdot T^{-1}\epsilon T^{-1}\nabla'=\nabla'^2 .
$$

Volumes obey $d^3r=\sqrt D\,d^3r'$, hence $\delta(\mathbf r)=\delta(\mathbf r')/\sqrt D$. The problem is now an ordinary Poisson equation with charge $q/\sqrt D$. Since $|\mathbf r'|=s(\mathbf r)$,

$$
\phi_{\rm iso}(\mathbf r)=\frac{Kq}{\sqrt D\,s(\mathbf r)} .
$$

On principal axis 1, $s=x/\sqrt{\epsilon_1}$ and $\phi_{\rm iso}=Kq/(\sqrt{\epsilon_2\epsilon_3}\,x)$. The field along an axis is therefore set by the two transverse constants.

**The lattice.** The mapped cell has volume $\Omega'=\Omega/\sqrt D$. Its reciprocal vectors are $\mathbf G'=T\mathbf G$, because then $\mathbf G'\cdot\mathbf r'=\mathbf G\cdot\mathbf r$. Also $|\mathbf G'|^2=\mathbf G\cdot\epsilon\cdot\mathbf G$.

Split each $1/s$ into $\operatorname{erfc}(\gamma s)/s+\operatorname{erf}(\gamma s)/s$. The first part is summed directly. For the second, the radial Laplacian gives

$$
\nabla'^2\frac{\operatorname{erf}(\gamma s)}{s}=\frac1s\frac{d^2}{ds^2}\operatorname{erf}(\gamma s)=-\frac{4\gamma^3}{\sqrt\pi}e^{-\gamma^2s^2}.
$$

The right side is $-4\pi$ times a Gaussian of unit integral, whose transform is $e^{-k'^2/4\gamma^2}$. Because the Laplacian becomes $-k'^2$, the transform of $\operatorname{erf}(\gamma s)/s$ is $4\pi e^{-k'^2/4\gamma^2}/k'^2$. Dividing by $\Omega'$ and multiplying by $K/\sqrt D$ gives the prefactor $4\pi K/\Omega$. For a unit charge the periodic potential is then

$$
\Phi(\mathbf r)=K\Big[\sum_{\mathbf R}\frac{\operatorname{erfc}(\gamma s(\mathbf r-\mathbf R))}{\sqrt D\,s(\mathbf r-\mathbf R)}+\frac{4\pi}{\Omega}\sum_{\mathbf G\ne0}\frac{e^{-\mathbf G\cdot\epsilon\cdot\mathbf G/4\gamma^2}}{\mathbf G\cdot\epsilon\cdot\mathbf G}e^{i\mathbf G\cdot\mathbf r}+c\Big].
$$

The reciprocal sum has zero mean, so $c$ must cancel the mean of the first sum:

$$
-c=\frac1\Omega\int\frac{\operatorname{erfc}(\gamma s)}{\sqrt D\,s}d^3r=\frac{4\pi}{\Omega}\int_0^\infty s\operatorname{erfc}(\gamma s)\,ds=\frac{\pi}{\Omega\gamma^2}.
$$

The last integral is $1/(4\gamma^2)$: integration by parts turns it into $(\gamma/\sqrt\pi)\int_0^\infty s^2e^{-\gamma^2s^2}ds$.

**Removing the isolated charge.** Subtracting $K/(\sqrt D\,s)$ changes the $\mathbf R=0$ term into $-K\operatorname{erf}(\gamma s)/(\sqrt D\,s)$. Since $\operatorname{erf}(\gamma s)=2\gamma s/\sqrt\pi+O(s^3)$, its limit at the origin is $-2K\gamma/\sqrt{\pi D}$. This completes $\psi(0)$.

**The energy.** The work needed to charge a linear medium is half the integral of charge density times potential. The background contributes nothing, because the mean potential is zero. For a localized density $\rho$,

$$
E_{\rm per}-E_{\rm iso}=\tfrac12\iint\rho(\mathbf r)\rho(\mathbf r_1)\psi(\mathbf r-\mathbf r_1)\,d^3r\,d^3r_1 .
$$

A point charge gives $q^2\psi(0)/2$.

For a scalar constant, $\sqrt D\,s=\epsilon r$. Writing $\gamma=\sqrt\epsilon\,\bar\gamma$ turns every term into $1/\epsilon$ times its vacuum value with splitting parameter $\bar\gamma$, which is the familiar isotropic result.

## Second derivation: smear the charge and sum its spectrum

This route does not use the isolated potential or a mapped lattice. Give the charge the spectrum $\rho(\mathbf k)=q\,e^{-\delta\,\mathbf k\cdot\epsilon\cdot\mathbf k/2}$, with $\delta>0$. The Fourier form of the Poisson equation is $\mathbf G\cdot\epsilon\cdot\mathbf G\,\phi_{\mathbf G}=4\pi K\rho(\mathbf G)/\Omega$, and $\phi_0=0$. The periodic energy is half the sum of $\rho^*(\mathbf G)\phi_{\mathbf G}$; the isolated energy replaces $\Omega^{-1}\sum_{\mathbf G\ne0}$ by $\int d^3k/(2\pi)^3$. Thus

$$
E_{\rm per}-E_{\rm iso}=2\pi Kq^2\Big[\frac1\Omega\sum_{\mathbf G\ne0}-\int\frac{d^3k}{(2\pi)^3}\Big]\frac{e^{-\delta\,\mathbf k\cdot\epsilon\cdot\mathbf k}}{\mathbf k\cdot\epsilon\cdot\mathbf k},
$$

with $\mathbf k=\mathbf G$ in the sum. For $x>0$, $e^{-\delta x}/x=\int_\delta^\infty e^{-tx}dt$. The Gaussian integral factorizes along the principal axes:

$$
h_t(\mathbf r)=\int\frac{d^3k}{(2\pi)^3}e^{-t\,\mathbf k\cdot\epsilon\cdot\mathbf k+i\mathbf k\cdot\mathbf r}=\frac{e^{-s(\mathbf r)^2/4t}}{(4\pi t)^{3/2}\sqrt D}.
$$

The energy difference is therefore $2\pi Kq^2\int_\delta^\infty F(t)\,dt$, with

$$
F(t)=\frac1\Omega\sum_{\mathbf G\ne0}e^{-t\,\mathbf G\cdot\epsilon\cdot\mathbf G}-h_t(0).
$$

Divide the integral at $\tau=1/(4\gamma^2)>\delta$. Above $\tau$, direct integration gives

$$
\int_\tau^\infty F\,dt=\frac1\Omega\sum_{\mathbf G\ne0}\frac{e^{-\tau\,\mathbf G\cdot\epsilon\cdot\mathbf G}}{\mathbf G\cdot\epsilon\cdot\mathbf G}-\frac{2}{(4\pi)^{3/2}\sqrt{D\tau}} .
$$

Multiplied by $4\pi K$, the last term is $-2K\gamma/\sqrt{\pi D}$.

Below $\tau$, use the Fourier series of $\sum_{\mathbf R}h_t(\mathbf r-\mathbf R)$ at $\mathbf r=0$. Its coefficients are $e^{-t\,\mathbf G\cdot\epsilon\cdot\mathbf G}/\Omega$. Removing $\mathbf G=0$ from one side and $h_t(0)$ from the other gives

$$
F(t)=\sum_{\mathbf R\ne0}h_t(\mathbf R)-\frac1\Omega .
$$

The constant integrates to $-(\tau-\delta)/\Omega$. For an image, substitute $u=s/(2\sqrt t)$, so that $t^{-3/2}dt=-(4/s)\,du$:

$$
\int_0^\tau h_t(\mathbf R)\,dt=\frac{4}{(4\pi)^{3/2}\sqrt D\,s}\int_{\gamma s}^{\infty}e^{-u^2}du=\frac{\operatorname{erfc}(\gamma s)}{4\pi\sqrt D\,s}.
$$

The part from 0 to $\delta$ must be subtracted; it is the same expression with $\gamma$ replaced by $1/(2\sqrt\delta)$. Collecting all terms,

$$
E_{\rm per}-E_{\rm iso}=\frac{q^2}{2}\Big[\psi(0)+\frac{4\pi K\delta}{\Omega}-K\sum_{\mathbf R\ne0}\frac{\operatorname{erfc}(s/2\sqrt\delta)}{\sqrt D\,s}\Big].
$$

As $\delta\to0$ this becomes $q^2\psi(0)/2$, with the same $\psi(0)$ as before. At finite $\delta$ it also gives the effect of charge extent for this special shape: a term of order $1/\Omega$, followed by overlap terms that decay as Gaussians of the cell size.

## What each derivation assumes

Both derivations require a uniform medium with linear response, a positive definite tensor and the zero-mean convention. Uniformity lets the second treat each Fourier component separately. Positivity permits the real coordinate map in the first and makes the $t$ integral converge in the second.

The first also needs $\epsilon$ to be the same at every wavevector, since one coordinate map must simplify the whole equation. In return it gives the potential at every point. The second begins with energies in reciprocal space. Its sum minus integral can still be evaluated when $\epsilon$ depends on wavevector, although the closed Ewald form is then lost. It needs a charge shape at the start, and the point limit is taken last.

The general effect of shape follows from the energy integral of the first route. Put the origin at the charge centroid, and define $M_{ij}=\int\rho x_ix_j\,d^3r$ and $H_{ij}=\partial_i\partial_j\psi(0)$. Because the lattice has inversion symmetry, $\psi$ is even. Its second-order term contributes

$$
\tfrac14H_{ij}\iint\rho(\mathbf r)\rho(\mathbf r_1)(x-x_1)_i(x-x_1)_j\,d^3r\,d^3r_1=\frac q2M_{ij}H_{ij},
$$

since the cross terms contain the dipole, which vanishes. Subtracting the isolated Poisson equation from the periodic one leaves the background, so $\epsilon_{ij}H_{ij}=4\pi K/\Omega$. This fixes the shape term if $M$ is proportional to $\epsilon$. The smeared charge above has $M=q\delta\epsilon$ and reproduces $2\pi Kq^2\delta/\Omega$. For another shape, the individual components of $H$ generally matter. If all cell edges are multiplied by $n$, $\psi(0)$ scales as $1/n$, $H$ as $1/n^3$ and the next even term as $1/n^5$.

The formula was also tested on a case without helpful symmetry. The cell vectors were $(1.3,0.1,0)$, $(0.2,1.1,0.3)$ and $(-0.1,0.2,1.7)$ nm. The tensor had diagonal $(7,5,3)$ and elements $\epsilon_{xy}=1$, $\epsilon_{xz}=0.5$, $\epsilon_{yz}=-0.8$. A direct image sum with weight $e^{-\eta s^2}$, minus its background integral and extrapolated to $\eta=0$, gave $-0.6200563$ V; the Ewald formula gave $-0.6200566$ V.

## A layered gate dielectric

The example lies in the regime of hexagonal boron nitride. Rough typical inputs are static constants $\epsilon_l=7$ in the layers and $\epsilon_n=3.5$ normal to them, with periods of 0.25 and 0.67 nm. The main hexagonal cell has $6\times6\times2$ periods, so its edge is 1.50 nm and its height is $C=1.34$ nm. Its area is $S=(\sqrt3/2)(1.50)^2=1.949\ \mathrm{nm^2}$, and $\Omega=SC=2.611\ \mathrm{nm^3}$.

Here $\sqrt D=\sqrt{7\cdot7\cdot3.5}=13.10$. For one elementary charge, $K$ times that charge is 1.440 V nm. With $\gamma=3.034\ \mathrm{nm^{-1}}$, the terms in their order in the formula are

$$
\psi(0)=0.0182+0.0258-0.3764-0.1882=-0.5206\ \mathrm V .
$$

Half of this gives $E_{\rm im}=-0.260$ eV. The correction is $+0.260$ eV, or $4.17\times10^{-20}$ J.

**Why height changes the sign.** Let the normal be a principal axis and write $\mathbf G=(\mathbf g,G_z)$. The terms with $\mathbf g=0$ have $G_z=2\pi n/C$. Since $\sum_{n\ge1}n^{-2}=\pi^2/6$, they give

$$
\frac{4\pi K}{SC\epsilon_n}\,2\sum_{n=1}^{\infty}\frac{C^2}{4\pi^2n^2}=\frac{\pi KC}{3\epsilon_nS}.
$$

This is the potential of uniformly charged sheets in their background. For $\mathbf g\ne0$, put $\kappa=g\sqrt{\epsilon_l/\epsilon_n}$ and use $C^{-1}\sum_{G_z}(G_z^2+\kappa^2)^{-1}=\coth(\kappa C/2)/(2\kappa)$. Each $\mathbf g$ contributes

$$
\frac{2\pi K}{S\,g\sqrt{\epsilon_l\epsilon_n}}\Big[1+\frac{2}{e^{\kappa C}-1}\Big].
$$

The isolated charge removes the divergent integral of the first part over $\mathbf g$ and has the same factor $1/\sqrt{\epsilon_l\epsilon_n}$. With a common lateral smearing, removed at the end, a finite number independent of $C$ remains. Thus, for $\kappa C\gg1$,

$$
E_{\rm im}\simeq\frac{\pi Kq^2C}{6\epsilon_nS}-b,\qquad b\propto\frac1{\sqrt{\epsilon_l\epsilon_n}} .
$$

At fixed lateral size the results are:

| Layer periods | Tensor (eV) | Mean constant (eV) |
|---:|---:|---:|
| 2 | −0.260 | −0.256 |
| 3 | −0.186 | −0.213 |
| 4 | −0.112 | −0.169 |
| 6 | +0.036 | −0.080 |

The predicted slope, 0.1106 eV/nm, agrees with that of the Ewald energies of taller cells. At six periods, $C=4.02$ nm, so $b=0.1106\times4.02-0.036=0.409$ eV. The energy vanishes near $C=3.70$ nm. This height depends on the rough input $\epsilon_n$: with $\epsilon_n=5$ the sheet term at six periods is 0.311 eV and $b=0.342$ eV, so the energy is still negative, $-0.031$ eV.

The mean constant, 5.83, multiplies the sheet term by $3.5/5.83=0.60$ and $b$ by $\sqrt{7\cdot3.5}/5.83=0.85$. At two periods these changes are $-0.059$ and $+0.062$ eV, so they nearly cancel. At six periods the sheet term loses 0.178 eV while the change from $b$ is still $+0.062$ eV. This answers the opening question: the good scalar result in the short cell comes from two compensating errors.

**Charge extent and cell size.** For a round Gaussian of width 0.10 nm per axis, the main cell has $H_{xx}=H_{yy}=0.473$ and $H_{zz}=0.089\ \mathrm{V/nm^2}$. The shape term is $\tfrac12(0.10)^2(2\times0.473+0.089)=0.0052$ eV. Replacing $M$ by $\tfrac13\operatorname{tr}(\epsilon^{-1}M)\,\epsilon$, its isotropic part in the mapped coordinates, would give 0.0066 eV.

Relative to the isolated energy of the same Gaussian, the periodic energy is wrong by $-255.1$ meV. The point correction leaves 5.23 meV, and the shape term reduces this to 0.06 meV. When every edge grows from 1.5 to 3 times its main-cell value, the two remainders fall by factors of 8.03 and 31.7, close to the predicted $2^3$ and $2^5$.

## The model beside a real dielectric

The inputs are near typical values for boron nitride, but this is a continuum estimate, not a calculation of a particular defect. The choice of tensor matters most among the changes sized here. With rough clamped-ion constants of 5 and 3, $E_{\rm im}=-0.349$ eV; that choice applies when the ions do not respond to the charge. Raising both static constants by 10 percent shifts the energy by $+24$ meV. Letting each principal constant fall as $1+(\epsilon_i-1)e^{-\lambda^2k^2}$, with an assumed $\lambda=0.07$ nm, shifts the Gaussian-charge energy difference by $-2.3$ meV. To leading order this change of the kernel is proportional to $\lambda^2$ and independent of $|\mathbf k|$, so the shift scales as $1/\Omega$, like the shape term, and is comparable to it in size. The 0.06 meV remainder and its $1/n^5$ decay therefore hold only for a strictly local medium.

Linear response is doubtful close to the defect. The isolated field reaches 10 MV/cm, used here as one rough breakdown scale for both directions, at 0.54 nm laterally and 0.45 nm along the normal. Breakdown of a layered crystal depends on direction, and a lower lateral value would enlarge the lateral radius: the radius goes as the inverse square root of the field, so 3 MV/cm gives 0.98 nm, more than half the lateral edge of the cell. This comparison does not predict breakdown, which concerns a field over a macroscopic region; it marks where nonlinear screening should be examined. That effect is not included in the energies above.

Real gate films also break the assumption of an infinite crystal. For a dielectric that fills the half-space beside one ideal metal plane parallel to the layers, the coordinate map leaves the boundary flat and its normal along the same axis, and the usual image construction gives $-Kq^2/(4\epsilon_ld)$ at distance $d$. At 1 nm this is $-1.440/28=-0.051$ eV, a physical energy to be added after the periodic artefact has been removed. In a thin film the second interface also contributes, and this value alone is then not sufficient.

For a dilute defect population in equilibrium at 1000 K, with the Fermi level and all other terms fixed, omitting the correction lowers the formation energy by 0.260 eV and raises the predicted concentration by a factor of $e^{0.2603/0.08617}\approx20.5$. If the defects are instead compensated only by the nondegenerate carriers they release, the Fermi level moves and the factor is the square root of this, about 4.5. The correction does not set the Fermi level relative to the band edge; that still requires a potential reference from the perfect crystal. It also fails if the defect charge spreads across the cell, because the expansion about a compact charge then has no small parameter. Further digits are in the numerical output below.

## Computed results

```
Coulomb constant times e: 1.439965 V nm
flux/charge, enclosing and outside: 1.000000, 0.000000
triclinic psi(0), Ewald: -0.6200566 V
triclinic psi(0), direct sum: -0.6200563 V
static eps lateral, normal: 7.0, 3.5
periods lateral, normal: 0.25, 0.67 nm
main cell edge, height: 1.50, 1.34 nm
main cell area: 1.9486 nm^2
main cell volume: 2.6111 nm^3
sqrt(det eps): 13.0958
splitting parameter: 3.0340 1/nm
Ewald part, real images: 0.018241 V
Ewald part, reciprocal: 0.025764 V
Ewald part, own charge: -0.376433 V
Ewald part, background: -0.188217 V
psi(0), sum of parts: -0.520646 V
image energy: -0.26032 eV
correction to add: 0.26032 eV = 4.1708e-20 J
Hessian lateral, normal: 0.4727, 0.0893 V/nm^2
Gaussian width per axis: 0.10 nm
extent term from Hessian: 5.1733 meV
extent term, background part only: 6.6002 meV
size rows: scale; raw error; after point term; after extent term (meV)
  1.0; -255.090; 5.23321; 0.059867
  1.5; -172.008; 1.54081; 0.007997
  2.0; -129.513; 0.64856; 0.001908
  3.0; -86.582; 0.19185; 0.000252
remainder ratio 1.5 to 3, after point term: 8.031
remainder ratio 1.5 to 3, after extent term: 31.71
mean scalar eps: 5.8333
stretched rows: normal periods; tensor energy; mean-eps energy (eV)
  2; -0.26032; -0.25629
  3; -0.18637; -0.21331
  4; -0.11230; -0.16892
  6; 0.03584; -0.08004
height of zero image energy: 3.6958 nm
tall-cell slope, Ewald: 0.110553 eV/nm
tall-cell slope, charged sheets: 0.110553 eV/nm
screening length in eps(k): 0.07 nm
shift from eps(k): -2.338 meV
clamped eps lateral, normal: 5.0, 3.0
image energy with clamped ions: -0.34900 eV
energy shift for 10 percent larger eps: 23.666 meV
rough breakdown field: 10.0 MV/cm
radius at that field, lateral: 0.5394 nm
radius at that field, normal: 0.4536 nm
temperature: 1000 K; kT: 0.08617 eV
concentration factor if correction omitted: 20.51
```
